Electric-field Sternheimer source and dielectric tensor with ultrasoft pseudopotentials

Q: A static field E acts on an insulator. With ultrasoft pseudopotentials I would add eE·r to the Hamiltonian and be done. What is wrong with that?

A: The field acts on the charge, and part of the charge is not in |ψ|². I use Rydberg units (kinetic energy −∇², e² = 2, electron charge −e), doubly occupied valence states v, clamped ions and a local mean-field potential V. The states obey

H ψ_n = ε_n S ψ_n,  ⟨ψ_m|S|ψ_n⟩ = δ_mn,

H = −∇² + V + Σ D_ij |β_i⟩⟨β_j|,  S = 1 + Σ q_ij |β_i⟩⟨β_j|,

where each sum runs over atoms at positions R and over pairs of projectors on the same atom, and D_ij includes the screening term ∫V Q_ij. The density is

n(r) = 2 Σ_v ⟨ψ_v|K(r)|ψ_v⟩,  K(r) = |r⟩⟨r| + Σ Q_ij(r−R) |β_i⟩⟨β_j|,

with real augmentation functions Q_ij = Q_ji and moments q_ij = ∫Q_ij(s) d³s and d_ij = ∫s Q_ij(s) d³s, s being measured from the atom. Hence ∫K(r) d³r = S. The energy of the electrons in the field is eE·∫r n(r) d³r = 2 Σ_v ⟨ψ_v|eE·X|ψ_v⟩ with X = ∫r K(r) d³r. Writing r = R + s in the augmentation part,

X = r + Σ (q_ij R + d_ij) |β_i⟩⟨β_j|.

The perturbation is eE·X. It is Hermitian because K(r) is. The operator S does not depend on E, since the ions, and with them the projectors, stay fixed.

Q: Then write the linear-response equation, and show me why only empty states should enter.

A: Let the potential change by the field term and by an induced local potential ΔV, which couples to the same augmented density, so ΔH = eE·X + ∫ΔV(r) K(r) d³r. The occupied states satisfy Hψ_v = Σ_v' Sψ_v' Λ_v'v with Λ diagonal at zero field. To first order,

(H − ε_v S) Δψ_v = −ΔH ψ_v + Σ_v' Sψ_v' ΔΛ_v'v.

Define P_c = 1 − Σ_v |ψ_v⟩⟨ψ_v|S, so P_c† = 1 − Σ_v S|ψ_v⟩⟨ψ_v|. Three properties are needed. First, P_c† Sψ_v' = Sψ_v' − Sψ_v' = 0 by S-orthonormality. Second, P_c† S = S − Σ S|ψ_v⟩⟨ψ_v|S = S P_c. Third, P_c† H = H − Σ ε_v S|ψ_v⟩⟨ψ_v|S = H P_c, using ⟨ψ_v|H = ε_v⟨ψ_v|S on the left and H|ψ_v⟩ = ε_v S|ψ_v⟩ on the right. Applying P_c† removes ΔΛ and gives

(H − ε_v S) P_cΔψ_v = −P_c† ΔH ψ_v.

The valence part of Δψ_v is Σ_v' c_v'v ψ_v'. Because S is fixed, orthonormality to first order requires c_v'v + c*_vv' = 0. Its contribution to the density is 2Σ c_v'v⟨ψ_v|K|ψ_v'⟩ plus the complex conjugate; exchanging the names v and v' in the conjugate term gives 2Σ (c_v'v + c*_vv')⟨ψ_v|K|ψ_v'⟩ = 0. From here on Δψ_v means its conduction part. If the ions moved, S would change and this cancellation would fail.

Q: In a crystal X grows without bound and P_c†Xψ_v is not something you can store in a unit cell. It even depends on the origin.

A: The origin drops out. Moving it by c changes X by −c∫K = −cS, and P_c†Sψ_v = 0. The unbounded part can be isolated in a single product. Write S r = r + Σ q_ij|β_i⟩⟨β_j| r and put r = R + (r − R) in each atomic term:

S r = r + Σ q_ij R |β_i⟩⟨β_j| + Σ q_ij |β_i⟩⟨β_j|(r − R).

Subtracting this from X cancels r and the terms in q_ij R:

X = S r + A,  A = Σ |β_i⟩ [ d_ij ⟨β_j| − q_ij ⟨β_j|(r − R) ].

Each term of A refers to the position relative to its own atom, so A is lattice periodic. A contains the dipole d_ij and also the term in q_ij with the first moment of the projector.

Q: Why S r and not r itself? And you have only moved the problem into S r.

A: S r is the combination whose matrix elements the eigenvalue equation delivers. For ε_m ≠ ε_n expand the commutator,

⟨ψ_m|[H − ε_n S, r]|ψ_n⟩ = ⟨ψ_m|(H − ε_n S) r|ψ_n⟩ − ⟨ψ_m| r (H − ε_n S)|ψ_n⟩.

The second term vanishes because (H − ε_n S)ψ_n = 0. In the first, ⟨ψ_m|H = ε_m⟨ψ_m|S, so ⟨ψ_m|(H − ε_n S) = (ε_m − ε_n)⟨ψ_m|S. Therefore

⟨ψ_m|S r|ψ_n⟩ = ⟨ψ_m|[H − ε_n S, r]|ψ_n⟩ / (ε_m − ε_n).

The energy inside the commutator is that of the ket, since that choice kills the second term. For ε_m = ε_n the relation gives no information on S r; the projector P_c† discards all valence-valence elements, and a gap keeps every remaining denominator finite.

The commutator is periodic. For the kinetic part, −∇²(r_α f) + r_α∇²f = −2∂_α f. The local V commutes with r. In the projector part the constant R commutes with everything, so r may be replaced by r − R:

[H − εS, r_α] = −2∂_α + Σ (D_ij − ε q_ij) [ |β_i⟩⟨β_j|(r−R)_α − (r−R)_α|β_i⟩⟨β_j| ].

On a plane wave e^{ip·r}, −2∂_α becomes −2i p_α. With β̃(p) = ∫e^{−ip·s}β(s) d³s, differentiation under the integral shows that s_α β(s) has the transform i∂β̃/∂p_α. A nonlocal exchange operator in H would not commute with r and would add its own term.

Q: You let H act to the left across r. For Bloch states, r ψ_n is not normalizable and the left side does not exist. Is the identity then empty?

A: In a finite system the proof is complete as written. In a crystal the left side needs a definition, and the k derivative supplies it. Let ψ_nk = e^{ik·r}u_nk, normalized in one cell, and O_k = e^{−ik·r} O e^{ik·r}. Differentiating ψ_nk gives

r ψ_nk = −i∂_k ψ_nk + e^{ik·r} i∂_k u_nk.

The first term couples different k and contributes at equal k only within the same band, through the derivative of ⟨ψ_mk|S|ψ_nk'⟩, which, taken over the whole crystal, is proportional to δ_mn δ(k − k') and so is zero for m ≠ n. The interband element of S r is thus defined as i⟨u_m|S_k|∂_k u_n⟩. Now differentiate (H_k − ε_n S_k)u_n = 0. Since ∂_k O_k = −i r O_k + i O_k r = i[O, r]_k,

(H_k − ε_n S_k) ∂_k u_n = −i[H − ε_n S, r]_k u_n + (∂_k ε_n) S_k u_n.

Multiply by ⟨u_m| with m ≠ n: the last term vanishes, the left side is (ε_m − ε_n)⟨u_m|S_k|∂_k u_n⟩, and multiplication by i gives

i⟨u_m|S_k|∂_k u_n⟩ = ⟨u_m|[H − ε_n S, r]_k|u_n⟩ / (ε_m − ε_n),

the same formula. In the crystal model described below, the left side taken by finite differences in k agrees with the commutator form to 1.1×10⁻⁸ bohr.

Q: S r is a product of two Hermitian operators that do not commute. How can a non-Hermitian operator be a perturbation?

A: It cannot on its own, and the q term of A repairs it. The anti-Hermitian part of S r is fixed by S r − (S r)† = [S, r]. For A the dipole term is Hermitian, and the q term gives

A† − A = Σ q_ij [ |β_i⟩⟨β_j|(r−R) − (r−R)|β_i⟩⟨β_j| ] = [S, r].

So (S r + A) − (S r + A)† = [S, r] − [S, r] = 0. In the crystal, X_cv built with ε_v in the commutator and X_vc built with ε_c are separate calculations. At a general k point of the model, the largest value of |(S r)_cv − (S r)*_vc| among the lowest bands is 0.1057 bohr, while for X it is at the level of rounding, 5×10⁻¹⁶ bohr.

Q: Show me the size of these pieces where x is an honest operator.

A: Take a finite one-dimensional model on a grid of 201 points with step 0.15 bohr: Gaussian wells V₀exp(−s²/w²) of depth 3.0 and 2.5 Ry and w = 1.2 bohr at −1.6 and 1.9 bohr, one even and one odd Gaussian projector per centre with width 1.0 bohr, Gaussian Q functions of width 0.8 bohr, and round parameters q_s = 0.5, q_p = 0.3, d = d_sp = 0.1 bohr, D_s = −1.0 Ry, D_p = −0.3 Ry. Two levels are filled. For the highest filled level 1 and the lowest empty level 2,

ε_2 − ε_1 = −0.40593 + 1.61473 = 1.20880 Ry,

⟨2|S x|1⟩ = 0.99678 / 1.20880 = 0.8246 bohr,

and direct evaluation with the diagonal operator x gives 0.82460 bohr. The transposed element ⟨1|S x|2⟩ is 0.93906 bohr. Adding the two parts of A,

⟨2|X|1⟩ = 0.82460 + 0.05993 − 0.09227 = 0.7923 bohr,

which matches X obtained by quadrature of x K(x). The d term and the q term are of similar size and opposite sign here.

Q: The identity has an energy denominator for each empty state. Must I compute them all?

A: No. By the second property of the projector, P_c† S r ψ_v = S P_c r ψ_v. Call ψ̄_v^α = P_c r_α ψ_v. Using P_c†(H − ε_v S) = (H − ε_v S)P_c and then (H − ε_v S)ψ_v = 0 to complete the commutator,

(H − ε_v S) ψ̄_v^α = P_c† (H − ε_v S) r_α ψ_v = P_c† [H − ε_v S, r_α] ψ_v.

Expanding ψ̄ in empty states, this equation reproduces the identity term by term, which is how it is justified in the crystal. The left operator is singular on ψ_v. Adding α Σ_v' S|ψ_v'⟩⟨ψ_v'|S turns its action on ψ_v' into (ε_v' − ε_v + α)Sψ_v', positive once α exceeds the spread of valence energies, and leaves the conduction space untouched; since the right side is S-projected on the conduction space, the solution lies there. The models use α = 4.0 Ry. The source is

φ_v^α = P_c† X_α ψ_v = S ψ̄_v^α + P_c† A_α ψ_v,

and, per unit eE_β,

(H − ε_v S) Δψ_v^β = −φ_v^β − P_c† ∫ΔV^β(r) K(r) d³r ψ_v,

Δn^β(r) = (4/N_k) Re Σ_kv ⟨ψ_v|K(r)|Δψ_v^β⟩.

The 4 is 2 for spin times 2 from adding the complex conjugate. In the one-dimensional model with ΔV = 0, the induced moment is d⟨x⟩/d(eE) = 4Σ⟨φ_v|Δψ_v⟩ and the polarizability is −e² times it. This gives 5.64524 bohr³, and diagonalizing H + eE X in a small finite field and integrating x n(x) gives the same six digits.

Q: For a crystal the dipole of a cell is ill defined. What entitles you to use the same φ for the polarization?

A: The Wannier centres of the augmented charge. For N_k points covering the zone and a gauge smooth and periodic in k, let w_v = (1/N_k) Σ_k ψ_vk. In r w_v the term −i∂_kψ_vk is a total derivative of a periodic function and its zone average vanishes, leaving the average of e^{ik·r} i∂_k u_vk. As S and A are periodic they are diagonal in k, so

r_w = ⟨w_v|S r + A|w_v⟩ = (1/N_k) Σ_k [ i⟨u_v|S_k|∂_k u_v⟩ + ⟨u_v|A_k|u_v⟩ ],

and the electronic polarization is P = −(2e/Ω) Σ_v r_w for cell volume Ω. Vary u by Δu at fixed S_k and A_k. Four terms appear:

i⟨Δu|S|∂u⟩ + i⟨u|S|∂Δu⟩ + ⟨Δu|A|u⟩ + ⟨u|A|Δu⟩.

Integrate the second by parts over the zone: it becomes −i⟨∂u|S|Δu⟩ − i⟨u|∂S|Δu⟩. The first of these is the complex conjugate of i⟨Δu|S|∂u⟩. In the other, −i∂_kS = [S, r] = A† − A, which converts ⟨u|A|Δu⟩ into ⟨u|A†|Δu⟩, the conjugate of ⟨Δu|A|u⟩. The sum is 2Re⟨Δu|(iS∂u + Au)⟩. Since Δu = P_cΔu, a P_c† may be inserted, and P_c† iS∂u = Sψ̄ by the interband identity. Hence

Δ Σ_v r_w,α = (2/N_k) Re Σ_kv ⟨φ_v^α|Δψ_v^β⟩ eE_β.

The source is the functional derivative of the polarization, so the same vector drives the response and measures it.

Q: Berry-phase codes use overlaps between neighbouring k points, with a Fourier transform of Q. Is that the same object?

A: To first order in the step b, yes. The augmented overlap is M_mn(k, k+b) = ⟨ψ_mk| ∫e^{−ib·r}K(r) d³r |ψ_n,k+b⟩. Write ψ_n,k+b = e^{ib·r} e^{ik·r}u_n,k+b. In the smooth part the two phases cancel and leave 1. In an atomic term, ∫e^{−ib·r}Q_ij(r−R) d³r = e^{−ib·R}(q_ij − ib·d_ij + …) and ⟨β_j|e^{ib·r} = e^{ib·R}⟨β_j|(1 + ib·(r−R) + …). The phases e^{∓ib·R} cancel, and the terms linear in b are −ib·[d_ij⟨β_j| − q_ij⟨β_j|(r−R)]. The operator is S − ib·A. With u_n,k+b = u_n + b·∂u_n,

M_mn = δ_mn − ib·[ i⟨u_m|S|∂u_n⟩ + ⟨u_m|A|u_n⟩ ] + O(b²).

The diagonal bracket is the integrand of r_w and the interband bracket is X_mn. This also shows where the q term comes from: the projector on the right is evaluated at k + b. Numerically i dM_cv/db agrees with X_cv to 1.1×10⁻⁸ bohr.

Q: Now the tensor. I want every factor, and I want to know which field E is.

A: In Gaussian form D = E + 4πP, so ε_αβ = δ_αβ + 4π ∂P_α/∂E_β with E the macroscopic field inside the crystal. From P = −(2e/Ω)Σr_w and the shift above, ∂P_α/∂E_β = −(4e²/Ω) t_αβ, where

t_αβ = (1/N_k) Re Σ_kv ⟨φ_v^α|Δψ_v^β⟩.

With 4π·4e² = 16πe² = 32π,

ε_αβ = δ_αβ − (32π/Ω) t_αβ.

The induced Hartree potential is ΔV(G) = 4πe² Δn(G)/G² = 8πΔn(G)/G² for G ≠ 0. The periodic induced density has no G = 0 component, because ∫K = S and ⟨ψ_v|S|Δψ_v⟩ = 0. The induced charge that does produce a uniform field sits on the surfaces of the sample, and that field is counted in E. A local exchange-correlation kernel would add ∫f_xc Δn to ΔV; its cell average is a constant c, which acts as cS and is removed by P_c†. The example keeps the Hartree term alone, the random-phase approximation (RPA).

Q: Nothing so far makes ε symmetric or larger than one.

A: Eliminate ΔV. Let Γ_v = Σ_c |ψ_c⟩⟨ψ_c|/(ε_c − ε_v), Hermitian and positive on the sources when every empty level at k lies above every filled one. Then Δψ^β = −Γ(φ^β + ∫ΔV^β K ψ). Define the bare density response and the independent-particle susceptibility,

n₀^α(r) = −(4/N_k) Re Σ ⟨ψ|K(r) Γ|φ^α⟩,

χ₀(r, r') = −(4/N_k) Re Σ ⟨ψ|K(r) Γ K(r')|ψ⟩.

Exchanging r and r' conjugates the matrix element, so χ₀ is symmetric, and ∫∫fχ₀f ≤ 0 for real f because Γ is positive. With v the Hartree kernel on G ≠ 0, Δn = n₀ + χ₀ΔV and Δn = v⁻¹ΔV give ΔV^β = (v⁻¹ − χ₀)⁻¹ n₀^β. Inserting Δψ in t, the ΔV term is −(1/N_k)ReΣ⟨φ^α|Γ K(r)|ψ⟩ integrated with the real ΔV^β over a cell, which equals (1/4)∫n₀^α ΔV^β. So

ε_αβ = δ_αβ + (32π/ΩN_k) Re Σ ⟨φ^α|Γ|φ^β⟩ − (8π/Ω) ∫∫ n₀^α (v⁻¹ − χ₀)⁻¹ n₀^β.

Both terms after δ_αβ are symmetric in α and β. The first of them is the independent-particle contribution, a positive form equal to (32π/ΩN_k) Σ |X_cv|²/(ε_c − ε_v) along any direction. The kernel v⁻¹ − χ₀ is positive, so in RPA the local fields cannot raise ε along any direction. That the RPA tensor stays above one is not proved by this form; the program asserts it for the model. An attractive f_xc changes the kernel and the inequality need not survive.

Q: All of this leans on the commutator. Is there a route to ε that never uses it?

A: A potential e^{i(q+G)·r} of finite wavelength is a legitimate periodic-type perturbation. It acts as W_G = ∫e^{i(q+G)·r}K(r) d³r, and first-order perturbation theory for the density matrix gives the Adler-Wiser form

χ₀,GG'(q) = (2/ΩN_k) Σ_k Σ_nm (f_n − f_m)/(ε_n − ε_m) ⟨m|W_G|n⟩* ⟨m|W_G'|n⟩,

with n at k − q/2, m at k + q/2 and f = 1 or 0. Set ε_GG' = δ_GG' − v_G^{1/2} χ₀,GG' v_G'^{1/2} with v_G = 8π/|q+G|². An external potential of wave vector q is screened by [ε⁻¹]_00, so ε_M = 1/[ε⁻¹]_00. The overlap expansion above gives ⟨c|W_0|v⟩ → iq·X_cv at small q. The pairs (n = v, m = c) and (n = c, m = v) each contribute −|q·X_cv|²/(ε_c − ε_v), so

ε_00 → 1 + (8π/q²)(4/ΩN_k) Σ |q·X_cv|²/(ε_c − ε_v),

which has the same 32π. Block inversion gives 1/[ε⁻¹]_00 = ε_00 − Σ ε_0G (ε_body⁻¹)_GG' ε_G'0, where ε_body is the block with G, G' ≠ 0; this subtraction plays the part of the local-field term. Evaluated at small finite q, the formula uses eigenstates, projectors and the transform of Q, and neither A nor the commutator.

Q: Then put in numbers.

A: The model crystal is a cubic cell with a = 6.0 bohr and Ω = 216.0 bohr³, atoms at the origin and at (2.4, 1.8, 1.2) bohr, Gaussian wells of depth 6.0 and 5.0 Ry, one s and three p projectors per atom, and the same widths, q, d and D as before. Two bands are filled. The basis is a fixed set of 147 plane waves for u_k, the response is expanded in 57 vectors G (ΔV in the 56 with G ≠ 0), and the zone is sampled on 3×3×3 points. The Hamiltonian is prescribed, not self-consistent, and the basis is not converged: 389 plane waves raise ε_zz by 0.002, and 123 response vectors lower the diagonal entries by 0.003 to 0.004. The numbers belong to this model in this basis and to no material. On the mesh the valence top is −1.1721 Ry and the conduction bottom −0.1127 Ry, a gap of 1.0594 Ry = 14.41 eV.

The prefactor is 32π/216.0 = 0.465421 Ry/bohr². With t_xx = −0.52974 and t_yx = −0.07362 bohr²/Ry,

ε_xx = 1 + 0.465421 × 0.52974 = 1.2466,

ε_xy = 0.465421 × 0.07362 = 0.0343.

The full RPA tensor is

1.2466  0.0343  0.0231
0.0343  1.2021  0.0216
0.0231  0.0216  1.1752

with principal values 1.163, 1.186 and 1.275. The independent-particle diagonal is 1.2937, 1.2501, 1.2230, higher in each entry, as the sign of the local-field term requires. The two Wannier centres together move by 2t, that is (−1.059, −0.147, −0.099) bohr per Ry/bohr of eE_x: against the field, and with transverse parts because x is not a principal axis of the tensor in this low-symmetry cell. A 4×4×4 mesh gives 1.24664, 1.20197, 1.17522 on the diagonal, a change of about 10⁻⁴ at most, so the k mesh does not affect the third decimal of ε; the truncation of the plane-wave and response sets does.

Along (1,1,0)/√2 the tensor predicts (1.24655 + 1.20209)/2 + 0.03427 = 1.25859. The finite-q calculation at |q| = 0.001 bohr⁻¹ on the same mesh gives 1.258586. Along x the two routes give 1.246553 and 1.246552, and along (1,−2,3) both give 1.169621. The test requires agreement within 10⁻⁴, with and without local fields. One caution about the finite basis: there [H, r]_k stands for −i∂_kH_k at fixed G vectors, for which the k-derivative proof holds unchanged, whereas the integration by parts over the zone assumes a periodicity in k that a fixed truncated set satisfies approximately. A discretized Berry phase of the perturbed states in this basis gives about −1.07 for the x shift of the centres, against 2t_xx = −1.059, so the identification of 2t with the Wannier-centre shift holds here to about 1 %. The finite-q comparison does not rely on that periodicity.

Q: If A is a small atomic correction, perhaps I can drop it, or keep the dipoles alone.

A: In this model keeping the dipoles alone is the worst of the three shortcuts. Each omission below is made in φ both as source and as measure of P, and errors are relative to ε_xx − 1 = 0.2466. Without A, ε_xx = 1.2765, an error of +12.2 %. Without d, 1.2072, or −15.9 %. Without the q term, 1.3239, or +31.4 %. The program asserts that each variant misses the finite-q value by more than 2×10⁻³ in all three directions.

An estimate accounts for the signs. For these Gaussian projectors of width r_b, s_x β_s = (r_b/√2) β_px. If a valence state is close to cβ_s at an atom, then Aψ contains |β_px⟩ c [d − q_p r_b/√2], while the q_s term vanishes by parity. With the origin at that atom, rψ = c(r_b/√2)β_px and S rψ = |β_px⟩ c (1 + q_p) r_b/√2, so the d term adds to S rψ and the q term subtracts from it: dropping d lowers ε and dropping the q term raises it. With r_b = 1.0 bohr the bracket is 0.1 − 0.21 bohr: the two terms oppose each other and the q term is about twice as large, which gives the order of the errors. The estimate does not give their sizes: the full amplitude is 0.92 + 0.10 − 0.21 = 0.81 bohr, and squaring the amplitudes would predict −23 % without d and +59 % without the q term. The partial cancellation and the ranking of the shortcuts depend on the sign chosen for d: with d = −0.1 bohr the two terms add, and the errors in ε_xx − 1 become +63 % without A, +21 % without d and +37 % without the q term.

Q: When does the construction reduce to something familiar, and when does it fail?

A: For Q_ij = 0 one has S = 1 and A = 0, and the source becomes P_c r ψ_v with the commutator [H, r], the norm-conserving result. A pair of projectors can have q_ij = 0 and still contribute: for the s-p pair parity makes the monopole vanish and allows d_sp, so the dipole cannot be inferred from S. The construction needs a gap. As ε_c − ε_v → 0 at some k, both linear systems become singular, and in a metal the fixed separation into filled and empty bands, and with it the Wannier centres, is lost. The result is the static clamped-ion tensor in a local mean field: displaced ions change S and bring back the valence-valence terms, and a nonlocal mean-field potential adds to both the commutator and ΔH.

Computed values

```
q_s=0.5, q_p=0.3, d=0.1 bohr, D_s=-1.0 Ry, D_p=-0.3 Ry
widths: projector 1.0, augmentation 0.8, well 1.2 bohr; filled levels 2; alpha 4.0 Ry
1D: atoms at [-1.6, 1.9] bohr, depths [3.0, 2.5] Ry, grid 201 points, step 0.15 bohr
1D levels e_0..e_2 = -1.89879 -1.61473 -0.40593 Ry
1D <2|[H-e_1 S,x]|1> = 0.99678 Ry bohr
1D <2|S x|1> = 0.82460, <1|S x|2> = 0.93906 bohr
1D d term = 0.05993, q term = -0.09227 bohr
1D <2|X|1> = 0.79227 bohr
1D polarizability: Sternheimer 5.64524, finite field 5.64524 bohr^3
3D: a = 6.0 bohr, Omega = 216.0 bohr^3, atom 2 at [2.4, 1.8, 1.2] bohr
3D: depths [6.0, 5.0] Ry, plane waves 147, response G vectors 57
max |i<u_c|S|du_v> - commutator form| = 1.1e-08 bohr
max |i dM_cv/db - X_cv| = 1.1e-08 bohr
non-Hermiticity: S r 0.1057 bohr, X 5.2e-16 bohr
3x3x3: valence top -1.1721 Ry, conduction bottom -0.1127 Ry
gap = 1.0594 Ry = 14.414 eV
prefactor 32 pi/Omega = 0.465421 Ry/bohr^2
Re sum<phi|dpsi>/Nk (bohr^2/Ry)
   -0.52974  -0.07362  -0.04969
   -0.07362  -0.43421  -0.04632
   -0.04969  -0.04632  -0.37642
eps independent particles
    1.29374   0.04093   0.02792
    0.04093   1.25008   0.02596
    0.02792   0.02596   1.22295
eps RPA
    1.24655   0.03427   0.02313
    0.03427   1.20209   0.02156
    0.02313   0.02156   1.17519
eps RPA principal values: 1.16298 1.18620 1.27465
Wannier-centre sum shift per eE_x: -1.05948 -0.14725 -0.09939 bohr^2/Ry
finite-q check, |q| = 0.001 1/bohr
  dir [1, 0, 0]: IP 1.293738 vs 1.293737; RPA 1.246553 vs 1.246552
  dir [1, 1, 0]: IP 1.312838 vs 1.312838; RPA 1.258587 vs 1.258586
  dir [1, -2, 3]: IP 1.213778 vs 1.213778; RPA 1.169621 vs 1.169621
eps_xx RPA with no A: 1.27652 (+12.2 % of eps-1)
eps_xx RPA with no d term: 1.20723 (-15.9 % of eps-1)
eps_xx RPA with no q term: 1.32392 (+31.4 % of eps-1)
4x4x4 eps RPA xx yy zz xy: 1.24664 1.20197 1.17522 0.03426
```
